# One-photon background in lithography with path-entangled photons: a program that tests the result

```python
"""
Result under test: a path-entangled state (|N,0> + exp(i chi)|0,N>)/sqrt(2)
with N >= 2 gives a laterally uniform mean one-photon absorption, because the
states left after removal of one photon from either path are orthogonal.
The N-photon absorption keeps its fringe N! [1 + cos(2 N K x - chi)].

Symbols: a, b = annihilation operators of the two paths; K = lateral wave
number; u = K x; local field c = a exp(i u) + b exp(-i u).
A two-mode state is stored as psi[n_a, n_b].
sigma1 = photoactive one-photon cross-section; delta = two-photon
cross-section, with excitation rate delta * flux**2 / 2 for coherent light.
Patterns are computed by direct action of the field operator in number space.
"""
import numpy as np
from math import factorial
from scipy import constants as const
from scipy.integrate import quad

PHASES = np.arange(240) * np.pi / 240


def remove_a(psi):
    out = np.zeros_like(psi)
    out[:-1, :] = np.sqrt(np.arange(1, psi.shape[0]))[:, None] * psi[1:, :]
    return out


def remove_b(psi):
    return remove_a(psi.T).T


def joint_rate(psi, positions):
    for u in positions:
        psi = np.exp(1j * u) * remove_a(psi) + np.exp(-1j * u) * remove_b(psi)
    return np.sum(np.abs(psi) ** 2)


def pattern(psi, order):
    return np.array([joint_rate(psi, [u] * order) for u in PHASES])


def visibility(values):
    return (values.max() - values.min()) / (values.max() + values.min())


def path_state(n, chi=0.0, weight_a=0.5):
    psi = np.zeros((n + 1, n + 1), complex)
    psi[n, 0] = np.sqrt(weight_a)
    psi[0, n] = np.sqrt(1 - weight_a) * np.exp(1j * chi)
    return psi


# Every absorption order, for several photon numbers and a general phase
chi = 0.7
for n in range(1, 6):
    psi = path_state(n, chi)
    for order in range(1, n + 1):
        computed = pattern(psi, order)
        if order < n:
            expected = np.full(240, factorial(n) / factorial(n - order))
        else:
            expected = factorial(n) * (1 + np.cos(2 * n * PHASES - chi))
        assert np.allclose(computed, expected, rtol=1e-11, atol=1e-10)
one_photon_vis = [visibility(pattern(path_state(n), 1)) for n in range(1, 5)]

# Unequal path weights: uniform background, reduced N-photon fringe
unequal = path_state(2, weight_a=0.8)
unequal_vis1 = visibility(pattern(unequal, 1))
unequal_vis2 = visibility(pattern(unequal, 2))
assert unequal_vis1 < 1e-12
assert abs(unequal_vis2 - 2 * np.sqrt(0.8 * 0.2)) < 1e-10

# Cause: tune the overlap of the states left after absorption
cat_results = []
for mean_number in (0.25, 1.0, 2.0):
    size = 45
    amplitudes = np.zeros(size)
    amplitudes[0] = np.exp(-mean_number / 2)
    for n in range(1, size):
        amplitudes[n] = amplitudes[n - 1] * np.sqrt(mean_number / n)
    branch_a = np.zeros((size, size), complex)
    branch_b = np.zeros((size, size), complex)
    branch_a[:, 0] = amplitudes
    branch_b[0, :] = amplitudes
    left_a, left_b = remove_a(branch_a), remove_b(branch_b)
    overlap = abs(np.vdot(left_a, left_b))
    overlap /= np.linalg.norm(left_a) * np.linalg.norm(left_b)
    cat = branch_a + branch_b
    cat /= np.linalg.norm(cat)
    vis = visibility(pattern(cat, 1))
    assert abs(vis - overlap) < 1e-10
    assert abs(vis - np.exp(-mean_number)) < 1e-10
    cat_results.append((mean_number, overlap, vis))

# Successive absorptions are correlated although each one alone is uniform
psi3 = path_state(3, chi)
rng = np.random.default_rng(4)
for positions in rng.uniform(0, np.pi, (30, 3)):
    expected = 6 * (1 + np.cos(2 * positions.sum() - chi))
    assert abs(joint_rate(psi3, positions) - expected) < 1e-10
coarse = np.arange(12) * np.pi / 12
marginal = np.array([np.mean([joint_rate(psi3, [u, v, w])
                              for v in coarse for w in coarse])
                     for u in coarse])
assert np.ptp(marginal) < 1e-10
conditional = np.array([joint_rate(psi3, [0.2, 0.5, u - 0.7 + chi / 2])
                        for u in PHASES])
conditional_vis = visibility(conditional)
assert abs(conditional_vis - 1) < 1e-10

# Photon loss in both paths, summed over all numbers of lost photons
eta_test = 0.7
lossy = [np.zeros(240) for _ in range(3)]
numbers = np.arange(4)
survival = eta_test ** ((numbers[:, None] + numbers[None, :]) / 2)
for lost_a in range(4):
    for lost_b in range(4):
        part = psi3.copy()
        for _ in range(lost_a):
            part = remove_a(part)
        for _ in range(lost_b):
            part = remove_b(part)
        factor = (1 - eta_test) ** (lost_a + lost_b)
        factor /= factorial(lost_a) * factorial(lost_b)
        part = np.sqrt(factor) * survival * part
        for order in (1, 2, 3):
            lossy[order - 1] += pattern(part, order)
assert np.allclose(lossy[0], 3 * eta_test, atol=1e-10)
assert np.allclose(lossy[1], 6 * eta_test ** 2, atol=1e-10)
assert np.allclose(lossy[2], eta_test ** 3 * 6
                   * (1 + np.cos(6 * PHASES - chi)), atol=1e-10)

# Coherent |1,1> admixture at its worst phase
admixture = 0.01
mixed = np.sqrt(1 - admixture) * path_state(2)
mixed[1, 1] = np.sqrt(admixture)
admixture_vis = visibility(pattern(mixed, 1))
assert abs(admixture_vis - 2 * np.sqrt(admixture * (1 - admixture))) < 1e-10

# Unbalanced beam splitter fed by one photon at each input
trans, refl = np.sqrt(0.6), np.sqrt(0.4)
splitter = np.zeros((3, 3), complex)
splitter[2, 0] = -np.sqrt(2) * trans * refl
splitter[0, 2] = np.sqrt(2) * trans * refl
splitter[1, 1] = trans ** 2 - refl ** 2
assert abs(np.linalg.norm(splitter) - 1) < 1e-12
splitter_vis = visibility(pattern(splitter, 1))
assert splitter_vis < 1e-12


def squeezed_paths(mean_per_path, size=80):
    ratio = np.sqrt(mean_per_path / (mean_per_path + 1))
    amp = np.zeros(size)
    amp[0] = (1 - ratio ** 2) ** 0.25
    for n in range(2, size, 2):
        amp[n] = amp[n - 2] * ratio * np.sqrt((n - 1) / n)
    return np.outer(amp, amp).astype(complex)


# Multiple pairs from a squeezed source
for mean in (0.01, 0.5):
    source = squeezed_paths(mean)
    assert visibility(pattern(source, 1)) < 1e-10
    squeezed_vis = visibility(pattern(source, 2))
    assert abs(squeezed_vis - (mean + 1) / (5 * mean + 1)) < 1e-8
source_mean = 0.01
source_vis = visibility(pattern(squeezed_paths(source_mean), 2))

# Worked example: rough parameters of two-photon resist exposure
wavelength_nm = 800.0
angle_deg = 30.0
pulse_fs = 100.0
beam_side_um = 5.0
delta_gm = 100.0
repetition_hz = 80e6
target_fraction = 0.01
n_resist, n_substrate = 1.50, 1.52
film_um, film_absorption = 1.0, 0.01

sine = np.sin(np.deg2rad(angle_deg))
period1 = wavelength_nm / (2 * sine)
period2 = period1 / 2
photon_ev = const.h * const.c / (wavelength_nm * 1e-9) / const.e
area = (beam_side_um * 1e-4) ** 2
delta = delta_gm * 1e-50


def pulse(t):
    norm = np.sqrt(4 * np.log(2) / np.pi) / pulse_fs
    return norm * np.exp(-4 * np.log(2) * (t / pulse_fs) ** 2)


limit = 6 * pulse_fs
square_integral = quad(lambda t: pulse(t) ** 2, -limit, limit)[0]
effective_fs = 1 / square_integral
assert abs(effective_fs / (pulse_fs * np.sqrt(np.pi / (2 * np.log(2))))
           - 1) < 1e-8
duration = effective_fs * 1e-15
pair_prob = delta / (area ** 2 * duration)
sigma_half = delta / (2 * area * duration)
pair_state = path_state(2)
g1, g2 = pattern(pair_state, 1), pattern(pair_state, 2)
dose_rows = []
for sigma1 in (1e-30, 1e-28, 1e-26):
    single = sigma1 * g1 / area
    double = delta / 2 * g2 / (area ** 2 * duration)
    ratio = delta / (2 * sigma1 * area * duration)
    vis = visibility(single + double)
    assert abs(vis - ratio / (1 + ratio)) < 1e-10
    assert abs(double.mean() / pair_prob - 1) < 1e-10
    dose_rows.append((sigma1, single.mean(), ratio, vis))
half_dose = (sigma_half * g1 / area
             + delta / 2 * g2 / (area ** 2 * duration))
assert abs(visibility(half_dose) - 0.5) < 1e-10
pulses = target_fraction / pair_prob
years = pulses / repetition_hz / const.year

# Sizes of neglected effects
cos_air = np.sqrt(1 - sine ** 2)
cos_resist = np.sqrt(1 - (sine / n_resist) ** 2)
cos_substrate = np.sqrt(1 - (sine / n_substrate) ** 2)
r_top = ((cos_air - n_resist * cos_resist)
         / (cos_air + n_resist * cos_resist))
eta = 1 - r_top ** 2
r_bottom = ((n_resist * cos_resist - n_substrate * cos_substrate)
            / (n_resist * cos_resist + n_substrate * cos_substrate))
vertical_vis = visibility(np.abs(np.exp(-1j * PHASES)
                                 + r_bottom * np.exp(1j * PHASES)) ** 2)
depletion = 1 - np.exp(-film_absorption * film_um * 1e-4 / cos_resist)
edge_um = beam_side_um / (2 * cos_resist)
delay_fs = 2 * edge_um * 1e-6 * sine / const.c * 1e15
edge_vis = quad(lambda t: pulse(t - delay_fs / 2) * pulse(t + delay_fs / 2),
                -limit, limit)[0] / square_integral
assert abs(edge_vis - np.exp(-2 * np.log(2)
                             * (delay_fs / pulse_fs) ** 2)) < 1e-8

for n, vis in enumerate(one_photon_vis, 1):
    print(f"One-photon visibility, N={n}: {vis:.4f}")
print(f"Weights 0.8/0.2, N=2: one-photon visibility {unequal_vis1:.4f}")
print(f"Weights 0.8/0.2, N=2: two-photon visibility {unequal_vis2:.4f}")
for mean_number, overlap, vis in cat_results:
    print(f"Tunable state |alpha|^2={mean_number:.2f}: "
          f"overlap {overlap:.4f}, visibility {vis:.4f}")
print(f"N=3, third absorption given first two: visibility "
      f"{conditional_vis:.4f}")
print(f"N=3, path transmission {eta_test:.2f}: mean one-, two-, three-photon "
      f"rates {lossy[0].mean():.4f}, {lossy[1].mean():.4f}, "
      f"{lossy[2].mean():.4f} (operator units)")
print(f"Wavelength: {wavelength_nm:.0f} nm; photon energy {photon_ev:.3f} eV")
print(f"Incidence angle in air: {angle_deg:.0f} degrees")
print(f"Ordinary one-photon fringe period: {period1:.1f} nm")
print(f"N=2 two-photon fringe period: {period2:.1f} nm")
print(f"Pulse FWHM: {pulse_fs:.0f} fs; effective duration "
      f"{effective_fs:.1f} fs")
print(f"Beam side: {beam_side_um:.1f} um; beam area {area:.2e} cm2")
print(f"Two-photon cross-section: {delta_gm:.0f} GM = {delta:.1e} cm4 s")
print(f"Mean two-photon excitation per molecule per pulse: {pair_prob:.3e}")
for sigma1, single_mean, ratio, vis in dose_rows:
    print(f"sigma1={sigma1:.0e} cm2: one-photon probability per pulse "
          f"{single_mean:.3e}, ratio r {ratio:.4g}, visibility {vis:.4g}")
print(f"sigma1 for dose visibility one half: {sigma_half:.3e} cm2")
print(f"Target mean two-photon excited fraction: {target_fraction:.2f}")
print(f"Pulses needed: {pulses:.3e}")
print(f"Exposure time at {repetition_hz / 1e6:.0f} MHz: {years:.3e} years")
print(f"Refractive indices: resist {n_resist:.2f}, "
      f"substrate {n_substrate:.2f}")
print(f"Surface transmission: {eta:.4f}; pair transmission {eta ** 2:.4f}")
print(f"Vertical standing-wave visibility: {vertical_vis:.4f}")
print(f"Film thickness: {film_um:.1f} um; absorption "
      f"{film_absorption:.2f} 1/cm")
print(f"Film depletion fraction: {depletion:.3e}")
print(f"Field edge: {edge_um:.3f} um; path delay {delay_fs:.2f} fs")
print(f"Two-photon visibility at field edge: {edge_vis:.4f}")
print(f"Squeezed source, {source_mean:.2f} photons per path: "
      f"two-photon visibility {source_vis:.4f}")
print(f"Coherent |1,1> weight {admixture:.2f}: worst one-photon visibility "
      f"{admixture_vis:.4f}")
print(f"That fringe / two-photon fringe at sigma1={dose_rows[1][0]:.0e} cm2: "
      f"{admixture_vis / dose_rows[1][2]:.3f}")
print(f"60/40 beam splitter: |1,1> weight {abs(splitter[1, 1]) ** 2:.4f}, "
      f"one-photon visibility {splitter_vis:.4f}")
print("verified")
```

Running it gives:

```
One-photon visibility, N=1: 1.0000
One-photon visibility, N=2: 0.0000
One-photon visibility, N=3: 0.0000
One-photon visibility, N=4: 0.0000
Weights 0.8/0.2, N=2: one-photon visibility 0.0000
Weights 0.8/0.2, N=2: two-photon visibility 0.8000
Tunable state |alpha|^2=0.25: overlap 0.7788, visibility 0.7788
Tunable state |alpha|^2=1.00: overlap 0.3679, visibility 0.3679
Tunable state |alpha|^2=2.00: overlap 0.1353, visibility 0.1353
N=3, third absorption given first two: visibility 1.0000
N=3, path transmission 0.70: mean one-, two-, three-photon rates 2.1000, 2.9400, 2.0580 (operator units)
Wavelength: 800 nm; photon energy 1.550 eV
Incidence angle in air: 30 degrees
Ordinary one-photon fringe period: 800.0 nm
N=2 two-photon fringe period: 400.0 nm
Pulse FWHM: 100 fs; effective duration 150.5 fs
Beam side: 5.0 um; beam area 2.50e-07 cm2
Two-photon cross-section: 100 GM = 1.0e-48 cm4 s
Mean two-photon excitation per molecule per pulse: 1.063e-22
sigma1=1e-30 cm2: one-photon probability per pulse 8.000e-24, ratio r 13.29, visibility 0.93
sigma1=1e-28 cm2: one-photon probability per pulse 8.000e-22, ratio r 0.1329, visibility 0.1173
sigma1=1e-26 cm2: one-photon probability per pulse 8.000e-20, ratio r 0.001329, visibility 0.001327
sigma1 for dose visibility one half: 1.329e-29 cm2
Target mean two-photon excited fraction: 0.01
Pulses needed: 9.409e+19
Exposure time at 80 MHz: 3.729e+04 years
Refractive indices: resist 1.50, substrate 1.52
Surface transmission: 0.9422; pair transmission 0.8877
Vertical standing-wave visibility: 0.0149
Film thickness: 1.0 um; absorption 0.01 1/cm
Film depletion fraction: 1.061e-06
Field edge: 2.652 um; path delay 8.84 fs
Two-photon visibility at field edge: 0.9892
Squeezed source, 0.01 photons per path: two-photon visibility 0.9619
Coherent |1,1> weight 0.01: worst one-photon visibility 0.1990
That fringe / two-photon fringe at sigma1=1e-28 cm2: 1.498
60/40 beam splitter: |1,1> weight 0.0400, one-photon visibility 0.0000
verified
```
